\section*{4f charge shapes and ligand-field energies of Dy$^{3+}$ and Er$^{3+}$}

\section{The energy of a state $|JM\rangle$}

\noindent Q: I am told to put anionic ligands on the axis for Dy$^{3+}$ and around the equator for Er$^{3+}$ if I want $|M|=15/2$ lowest. Both ions have $J=15/2$. What would I calculate to see why they want opposite things?

\noindent A: The repulsion between the ligands and the $4f$ charge cloud of each state $|JM\rangle$. I use Hartree atomic units and point ligands of charge $-q_a$ ($q_a>0$) at a common distance $R$ and angles $(\theta_a,\phi_a)$, with $q=\sum_a q_a$. The Legendre generating function and the addition theorem give the energy of one electron,
\begin{equation}
\sum_a\frac{q_a}{|\mathbf r-\mathbf R_a|}=\sum_{k}\frac{r_<^k}{r_>^{k+1}}\sum_{\mu=-k}^{k}\Big[\sum_a q_a C^*_{k\mu}(\theta_a,\phi_a)\Big]C_{k\mu}(\theta,\phi),
\end{equation}
with $C_{k\mu}=\sqrt{4\pi/(2k+1)}\,Y_{k\mu}$, $C_{k0}=P_k(\cos\theta)$, and $r_<,r_>$ the smaller and larger of $r$ and $R$. Between two $l=3$ orbitals parity removes odd $k$ and the triangle rule removes $k>6$; $k=0$ shifts all levels alike. Three assumptions follow: all $4f$ electrons share one radial function, it lies inside $R$ so that $r_<^k/r_>^{k+1}\to\langle r^k\rangle/R^{k+1}$, and the field is projected on the $J=15/2$ multiplet in pure Russell--Saunders coupling. If the bracket vanishes for $\mu\neq0$, $M$ is conserved and
\begin{equation}
E(M)=\sum_{k=2,4,6}\Lambda_kG_kQ_k(M),\qquad \Lambda_k=\frac{q\langle r^k\rangle}{R^{k+1}},\qquad G_k=\sum_a\frac{q_a}{q}P_k(\cos\theta_a),
\label{eq:E}
\end{equation}
where $Q_k(M)=\langle JM|\sum_iP_k(\cos\theta_i)|JM\rangle$ is a shape moment of the cloud.

\section{The shape of the state $M=J$}

\noindent Q: How do you get $Q_k$ for nine or eleven electrons?

\noindent A: From one determinant. Hund's rules give seven spin-up electrons and spin-down electrons in $m=3,2$ (Dy, $4f^9$, $L=5$, $S=5/2$) or $m=3,2,1,0$ (Er, $4f^{11}$, $L=6$, $S=3/2$), with $J=L+S$. Only one determinant has $M_S=S$ and $M_L=L$, and $M=L+S$ occurs in the term only for $J=L+S$, so this determinant is $|JJ\rangle$. A one-electron operator then has the sum of the orbital expectation values. The spin-up electrons contribute nothing for $k>0$, because $\sum_m|Y_{3m}|^2=7/4\pi$ is spherical. With $x=\cos\theta$ and $Y_{3m}\propto(1-x^2)^{m/2}\,d^mP_3/dx^m$, the densities $f_m=2\pi|Y_{3m}|^2$, normalised on $[-1,1]$, are
\begin{align}
f_3&=\tfrac{35}{32}(1-3x^2+3x^4-x^6), & f_2&=\tfrac{105}{16}(x^2-2x^4+x^6),\nonumber\\
f_1&=\tfrac{21}{32}(1-11x^2+35x^4-25x^6), & f_0&=\tfrac78(9x^2-30x^4+25x^6).
\end{align}
Write $f=a_0+a_2x^2+a_4x^4+a_6x^6$. Powers below $x^k$ are orthogonal to $P_k$, and term-by-term integration gives $\int x^nP_2=\frac4{15},\frac8{35},\frac4{21}$ for $n=2,4,6$, $\int x^nP_4=\frac{16}{315},\frac{16}{231}$ for $n=4,6$, and $\int x^6P_6=\frac{32}{3003}$. Over common denominators,
\begin{equation}
\langle P_2\rangle=\frac{28a_2+24a_4+20a_6}{105},\quad\langle P_4\rangle=\frac{16(11a_4+15a_6)}{3465},\quad\langle P_6\rangle=\frac{32a_6}{3003}.
\end{equation}
For $m=3$, for instance, $\langle P_2\rangle=\frac{35}{32}(-84+72-20)/105=-\frac13$. For $m=3,2,1,0$ the results are
\begin{align}
\langle P_2\rangle&=-\tfrac13,\ 0,\ \tfrac15,\ \tfrac4{15}, \qquad \langle P_4\rangle=\tfrac1{11},\ -\tfrac7{33},\ \tfrac1{33},\ \tfrac2{11},\nonumber\\
\langle P_6\rangle&=-\tfrac5{429},\ \tfrac{10}{143},\ -\tfrac{25}{143},\ \tfrac{100}{429}.
\end{align}
Adding the first two entries for Dy and all four for Er, with $Q_k\equiv Q_k(J)$,
\begin{align}
\text{Dy:}\quad&Q_2=-\tfrac13,\quad Q_4=\tfrac{3-7}{33}=-\tfrac4{33},\quad Q_6=\tfrac{-5+30}{429}=\tfrac{25}{429},\nonumber\\
\text{Er:}\quad&Q_2=\tfrac{-5+0+3+4}{15}=\tfrac2{15},\quad Q_4=\tfrac{3-7+1+6}{33}=\tfrac1{11},\quad Q_6=\tfrac{25-75+100}{429}=\tfrac{50}{429}.
\end{align}
Negative $Q_2$ means oblate and positive $Q_2$ prolate. The running sum, using $\langle P_2\rangle_{-m}=\langle P_2\rangle_m$, is $-\frac13,-\frac13,-\frac2{15},\frac2{15},\frac13,\frac13$ for $4f^8$ to $4f^{13}$: the sign changes when the $m=0$ orbital is filled.

\noindent Q: Can I see that in the density itself?

\noindent A: The spin-down density per steradian is $\sum_mf_m/2\pi$. For Dy it is $0$ at the pole and $35/64\pi=0.174$ at the equator, against a mean $2/4\pi=0.159$. For Er it is $7/4\pi=0.557$ at the pole and $(35+21)/64\pi=0.279$ at the equator, against $4/4\pi=0.318$. On top of the spherical spin-up shell, the Dy state has no spin-down density at the poles, while the Er state lowers its equatorial spin-down density only to $56/64$ of the spin-down mean, a deficit of one eighth.

\section{The other values of $M$}

\noindent Q: A low $M=J$ state means little until I know the other seven doublets. Where do they come from?

\noindent A: From the Wigner--Eckart theorem: inside one $J$, $\sum_iC_{k\mu}(i)$ is proportional to any other rank-$k$ tensor, with one constant for all $\mu$, $M$, $M'$. Take the tensor whose top component is $J_+^k$. Commuting $k$ times with $J_-$ gives its $\mu=0$ component, a diagonal operator, which $J_+J_-=X-J_z^2+J_z$, $X=J(J+1)$, turns into a polynomial $O_k(M)$ of degree at most $k$. The trace of a product of two different ranks vanishes, since the trace is a scalar and the product contains none. Being orthogonal, the $O_{k'}$ with $k'<k$ span all polynomials of degree below $k$, so $O_k$ is the degree-$k$ polynomial orthogonal over $M=-J,\dots,J$ to all lower ones. In the Stevens normalisation
\begin{align}
O_2&=3M^2-X,\qquad O_4=35M^4-(30X-25)M^2+3X^2-6X,\nonumber\\
O_6&=231M^6-(315X-735)M^4+(105X^2-525X+294)M^2\nonumber\\&\quad-5X^3+40X^2-60X .
\end{align}
They are even in $M$, so the levels are $\pm M$ doublets. For $X=255/4$, $O_k(J)=105$, $16380$, $900900$, and $Q_k(M)=Q_k\rho_k(M)$ with $\rho_k=O_k(M)/O_k(J)$ for $|M|=\frac{15}2,\dots,\frac12$:
\begin{align}
35\rho_2&=35,\ 21,\ 9,\ -1,\ -9,\ -15,\ -19,\ -21,\nonumber\\
273\rho_4&=273,\ -91,\ -221,\ -201,\ -101,\ 23,\ 129,\ 189,\nonumber\\
65\rho_6&=65,\ -117,\ -39,\ 59,\ 87,\ 45,\ -25,\ -75 .
\end{align}
Each row sums to zero, and so do its products with the other rows. The Stevens factors are defined by $Q_k(M)=\theta_kc_kO_k(M)$, with $c_k=\frac12,\frac18,\frac1{16}$ the prefactors of $P_k$. Thus $\theta_2=\alpha=2Q_2/105$ is $-2/315$ for Dy and $4/1575$ for Er, and $E(M)=\sum_kB_k^0O_k(M)$ with $B_k^0=\theta_kc_k\Lambda_kG_k$.

\noindent Q: Then what exactly is the rule, and are its two halves equally strong?

\noindent A: At rank 2 alone $E=\Lambda_2G_2Q_2\rho_2(M)$, and $\rho_2$ falls steadily from $1$ to $-3/5$. Hence $|M|=15/2$ is lowest if and only if $G_2Q_2<0$; for $G_2Q_2>0$ the ladder inverts and $|M|=1/2$ is lowest. Axial charges have $G_2=1$ and suit Dy, equatorial charges have $G_2=-\frac12$ and suit Er. With $\rho_2(\frac{13}2)-1=-\frac25$ the first gap is
\begin{equation}
g_2^{\rm Dy}=(1)(-\tfrac13)(-\tfrac25)\Lambda_2=\tfrac2{15}\Lambda_2,\qquad g_2^{\rm Er}=(-\tfrac12)(\tfrac2{15})(-\tfrac25)\Lambda_2=\tfrac2{75}\Lambda_2,
\end{equation}
and the full width is four times this, since $\rho_2(\frac12)-1=-\frac85$. At equal $\Lambda_2$ the Dy gap is five times the Er gap: a factor $2$ from geometry and $5/2$ from shape.

\section{Numbers}

\noindent Q: What does this give in energy, with ranks 4 and 6 included?

\noindent A: The radial moments come from a self-consistent calculation of each free ion, non-relativistic, spherical, spin-unpolarised, with exchange-only LDA (Dirac--Slater), in a B-spline radial basis. It gives $\langle r^2\rangle,\langle r^4\rangle,\langle r^6\rangle=0.2158,\ 0.1186,\ 0.1391$ for Dy and $0.1962,\ 0.0998,\ 0.1103$ for Er, in \AA$^k$. These digits belong to this functional: adding LDA correlation lowers the three moments by about 0.7\%, 2\% and 5\%, and the two gaps found below by about 1\%. The ligands are round model values: $q=2$ at $R=2.2$ \AA, as two axial charges or five equal equatorial ones ($G_k=-\frac12,\frac38,-\frac5{16}$). For Dy, $2\times0.2158/2.2^3=0.0405$ \AA$^{-1}$, which times $e^2/4\pi\epsilon_0$ is $\Lambda_2=0.5837$ eV. In the same way $\Lambda_4,\Lambda_6=0.0663,\ 0.0161$ eV for Dy and $\Lambda_2,\Lambda_4,\Lambda_6=0.5306,\ 0.0558,\ 0.0127$ eV for Er. With $\rho_4(\frac{13}2)-1=-\frac43$ and $\rho_6(\frac{13}2)-1=-\frac{14}5$, Eq.~(\ref{eq:E}) gives
\begin{align}
g^{\rm Dy}_{\rm axial}&=\tfrac2{15}\Lambda_2+\tfrac{16}{99}\Lambda_4-\tfrac{70}{429}\Lambda_6=0.0778+0.0107-0.0026=0.0859\ \text{eV},\nonumber\\
g^{\rm Er}_{\rm ring}&=\tfrac2{75}\Lambda_2-\tfrac1{22}\Lambda_4+\tfrac{175}{1716}\Lambda_6=0.01415-0.00253+0.00130=0.0129\ \text{eV},
\end{align}
about $1000$ K and $150$ K. The rank-2 ratio is $5\times1.100=5.5$, the second factor being the ratio of the $\langle r^2\rangle$. The full ratio is $6.7$, because the higher ranks together add to the Dy gap and subtract from the Er gap. The rank-2 parameters are $B_2^0=-\Lambda_2/315=-1.85\times10^{-3}$ eV and $-\Lambda_2/1575=-3.4\times10^{-4}$ eV. The doublets, in eV above the lowest, are
\begin{center}
\begin{tabular}{ccccc}
$|M|$&Dy axial&Er ring&Dy ring&Er axial\\
15/2&0&0&0.154&0.118\\
13/2&0.086&0.013&0.120&0.079\\
11/2&0.158&0.024&0.088&0.054\\
9/2&0.214&0.033&0.059&0.036\\
7/2&0.256&0.042&0.036&0.023\\
5/2&0.285&0.049&0.018&0.012\\
3/2&0.303&0.054&0.006&0.004\\
1/2&0.312&0.057&0&0
\end{tabular}
\end{center}
The swapped geometries invert the order completely.

\section{Where the rule gives way}

\noindent Q: Real ligands are not points. How much can the balance of ranks change before I lose $|M|=15/2$?

\noindent A: The model has no covalency and no screening by the $5s5p$ shell, so its magnitudes and the ratios of the $\Lambda_k$ are model values. One probe is to multiply rank 2 by $s$ at fixed ranks 4 and 6. With $E=sE_2+E_{46}$ and $E_2(M)>E_2(J)$, the state $M=J$ is lowest if and only if
\begin{equation}
s>s_c=\max_{M}\frac{E_{46}(J)-E_{46}(M)}{E_2(M)-E_2(J)} .
\end{equation}
For the Er ring the maximum over the seven rivals is at $|M|=11/2$. The numerator is $\Lambda_4\frac38\frac1{11}(1+\frac{221}{273})-\Lambda_6\frac5{16}\frac{50}{429}(1+\frac{39}{65})=0.00344-0.00074=0.00270$ eV, the denominator $\frac1{15}\frac{26}{35}\Lambda_2=0.0263$ eV, and $s_c=0.10$. For axial Dy the maximum is at $|M|=1/2$, with numerator $-\Lambda_4\frac4{33}(1-\frac{189}{273})+\Lambda_6\frac{25}{429}(1+\frac{75}{65})=-0.0025+0.0020$ eV and denominator $\frac8{15}\Lambda_2=0.311$ eV, so $s_c=-0.001$. At this ratio $\Lambda_6/\Lambda_4$ the Dy ground state survives any weakening of rank 2, though at $s=0$ by only $0.0005$ eV, a near cancellation whose sign the model cannot be trusted to fix. Er fails once rank 2 falls to a tenth.

\noindent Q: My ligands sit at intermediate angles. Where does ``axial'' end?

\noindent A: Take a square antiprism: four equal charges at $\theta$, four at $\pi-\theta$ rotated by $45^\circ$. Each square keeps only $\mu=0,\pm4$; the rotation gives the lower square the phase $-1$ at $\mu=\pm4$, and $C_{k\mu}(\pi-\theta,\phi)=(-1)^{k+\mu}C_{k\mu}(\theta,\phi)$ adds no sign, so these terms cancel. Equation~(\ref{eq:E}) holds with $G_k=P_k(\cos\theta)$. Rank 2 alone switches at $\cos^2\theta=\frac13$, $54.7^\circ$. A scan of $\theta$ with all ranks finds $|M|=15/2$ lowest for Dy below $52.3^\circ$ and for Er above $54.8^\circ$. At $\cos^2\theta=\frac13$, $P_4=-\frac7{18}$ and $P_6=\frac29$. For Dy, $E(\frac{13}2)-E(\frac{15}2)=-\frac7{18}(0.0107)-\frac29(0.0026)=-0.0047$ eV there, which a positive $P_2$, a smaller angle, must overcome. For Er, $E(\frac12)-E(\frac{15}2)=\Lambda_4\frac7{18}\frac1{11}\frac{84}{273}-\Lambda_6\frac29\frac{50}{429}\frac{140}{65}=0.0006-0.0007$ eV, so this rival is nearly degenerate just where rank 2 vanishes. Between the two angles neither ion has $|M|=15/2$ lowest.

\noindent Q: Why five equatorial charges? Would two, three or four do?

\noindent A: For $N$ equal charges at $\phi_a=2\pi a/N$ the geometric sum $\sum_ae^{-i\mu\phi_a}$ is $N$ if $N$ divides $\mu$ and zero otherwise. The reflection formula above makes $C_{k\mu}$ vanish on the equator for odd $k+\mu$, that is for odd $\mu$. What remains besides $\mu=0$ is nothing for $N=5$, $\mu=\pm4$ for $N=4$, and $\mu=\pm6$ for $N=3$ and $6$. These terms exist only in ranks 4 and 6 and couple $M=\frac{15}2$ to $\frac72$ or $\frac32$. Diagonalising the $16\times16$ Er matrix built from the Wigner--Eckart theorem, at the same total charge, gives a ground-doublet weight on $|M|=15/2$ of $0.99997$, $0.99998$ and $0.99997$ for $N=3,4,6$ and a gap of $0.0129$ eV each time.

$N=2$ is different. Two opposite charges on $x$ are an axial pair about $x$, so Er has the inverted ladder with $|M_x|=\frac12$ lowest and a gap of $0.004$ eV. The overlap with $M_z=J$ follows by writing that state as 15 spins $\frac12$ along $z$, each with probability $\frac12$ of pointing along $\pm x$; eight along and seven against has probability $\binom{15}8/2^{15}$. The weight on $M_z=\pm\frac{15}2$ is twice this, $0.393$. Among evenly spaced rings, $N\ge3$ is therefore needed. The count itself is not the condition. What fails at $N=2$ is the rank-2, $\mu=\pm2$ sum $\sum_aq_ae^{\mp2i\phi_a}$, which does not vanish. Since only even $k$ enter, a charge and its image through the ion give the same field, so two equal equatorial charges at right angles reproduce the $N=4$ ring exactly.

\noindent Q: And the assumptions of $4f$ inside $R$ and of a single $J$?

\noindent A: Keeping $\langle r_<^k/r_>^{k+1}\rangle$, by quadrature over the same orbital, multiplies $\Lambda_2,\Lambda_4,\Lambda_6$ by $0.9997$, $0.994$, $0.961$ for Dy and $0.9997$, $0.995$, $0.967$ for Er; the gaps stay at $0.0859$ and $0.0129$ eV.

Mixing of $J$ matters more for Dy; for Er both corrections stay below one per cent of the gap. Inside the term $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i=\lambda\mathbf L\cdot\mathbf S$, by the Wigner--Eckart theorem in $L$ and $S$. On the determinant the left side has expectation $\zeta\sum m_lm_s=-\zeta L/2$ and the right side $\lambda LS$, so $\lambda=-\zeta/2S$. From $2\mathbf L\cdot\mathbf S=J(J+1)-L(L+1)-S(S+1)$ the $J=\frac{13}2$ multiplet lies $\Delta=\frac{15}2\zeta/2S$ higher. The same LDA potential $V$, through $\zeta=\langle r^{-1}dV/dr\rangle/2c^2$, gives $\zeta=0.295$ and $0.360$ eV, so $\Delta=0.442$ and $0.899$ eV. These are model values, a fifth to a quarter above the constants fitted to spectra (about $0.24$ and $0.29$ eV); with the fitted Dy value the mixed gap found below would be about $0.075$ eV. An $M$-conserving, spin-free field has energies $\epsilon(M_L)$. The state $M=\frac{15}2$ is alone in the term and keeps $\epsilon(L)$. For $M=\frac{13}2$ there are two product states $|M_L,M_S\rangle$; applying $L_-+S_-$ gives $\sqrt{L/J}\,|L-1,S\rangle+\sqrt{S/J}\,|L,S-1\rangle$ for $J=L+S$, and the orthogonal combination for the multiplet above. With $D=\epsilon(L-1)-\epsilon(L)$ the unmixed gap is $g=DL/J$, the coupling has size $D\sqrt{LS}/J=g\sqrt{S/L}$, and the upper diagonal element is $\Delta+DS/J=\Delta+gS/L$. The lower root of this $2\times2$ matrix falls by
\begin{equation}
\delta=\sqrt{h^2+g^2S/L}-h,\qquad h=\tfrac12\big[\Delta-g(1-S/L)\big].
\end{equation}
For Dy, $h=\frac12(0.4423-0.0430)=0.1997$ eV and $g^2/2=0.00369$ eV$^2$, so $\delta=0.0090$ eV and the gap becomes $0.0769$ eV, about 10\% below the single-$J$ value. For Er, $S/L=\frac14$ and $h=0.445$ eV, so $\delta\approx g^2/8h=4.7\times10^{-5}$ eV, about 0.4\% of the single-$J$ gap. Other terms of the same spin cannot enter these two states: only one determinant has $M_S=S$, $M_L=L-1$, and it belongs to the ground term, so the others have orbital momentum at most $L-2$ and $J\le\frac{11}2$. Spin--orbit admixture of lower-spin terms is left out.
